The planar ion matrix sheath after a sudden negative bias

**Problem**

A large flat electrode faces a hydrogen plasma with ion density n = 1.0 × 10¹⁶ m⁻³. The electrode is suddenly driven negative, so that the bulk plasma lies V₀ = 10 kV above it. Take all ions to be H⁺, at rest and uniformly distributed up to the electrode, and take the electron temperature to be roughly 3 eV.

(a) Find the response times of electrons and ions, and say what "sudden" must mean for a layer of bare, unmoved ions to form.

(b) Derive the potential in this layer, the ion matrix sheath, and show that its initial thickness is 10.5 mm.

(c) Find the field at the electrode and explain how the thickness depends on voltage and density.

(d) How much does the electron temperature change the result?

(e) How does ion motion change it, first just after an ideal voltage step and then for a voltage that takes a finite time to rise?

(f) How much could a lower plasma density near the electrode matter?

**Solution**

**(a) Two response times**

Displace one species, of mass m and charge magnitude e, by a small distance ξ relative to the other. Uncovered charge appears on the two faces of the displaced slab, with surface density e n ξ. The field between the faces is e n ξ/ε₀, and it pulls the species back:

m d²ξ/dt² = −e² n ξ/ε₀.

This is a harmonic oscillation with angular frequency

ω_p = √(n e²/(ε₀ m)).

Its inverse sets the basic time scale on which the species responds to an electric field. For the given density,

1/ω_pe = 0.177 ns for electrons,
1/ω_pi = 7.60 ns for H⁺.

The ratio is about 43, the square root of the mass ratio. "Sudden" therefore means that the voltage rises in a time much shorter than 7.6 ns, so that the ions have hardly moved. The electrons must also have time to leave. For them 0.18 ns is too optimistic, because the electrons of the whole bulk plasma have to shift before a layer can be uncovered. Part (c) shows that this takes about 1 ns in a plasma 0.1 m wide. In hydrogen there is then hardly any rise time that is long for the electrons and short for the ions. The calculation below is the ideal limit in which the electrons have settled and the ions have not moved.

**(b) Potential and thickness**

Let x be the distance from the electrode into the plasma. Choose the potential φ to be zero in the bulk plasma, so that φ(0) = −V₀. The electrons have left the region 0 < x < s₀, where the charge density is +e n. Beyond s₀ the plasma is neutral.

In the layer, Poisson's equation reads

d²φ/dx² = −e n/ε₀.

Two conditions hold at the edge x = s₀. The potential is zero there, because the plasma beyond is at φ = 0. The field is also zero, because the plasma beyond is field-free and no surface charge sits at the edge to make the field jump.

Integrate once from x to s₀:

0 − dφ/dx = −(e n/ε₀)(s₀ − x),

so that

dφ/dx = (e n/ε₀)(s₀ − x).

The electric field is E = −dφ/dx. It is negative, so it points towards the electrode and pulls positive ions that way. Integrate again from x to s₀:

0 − φ(x) = (e n/ε₀) ∫ₓ^s₀ (s₀ − x′) dx′ = (e n/2ε₀)(s₀ − x)².

Hence

φ(x) = −(e n/2ε₀)(s₀ − x)².

The thickness is still unknown. It is fixed by the voltage, since φ(0) = −V₀ requires

V₀ = e n s₀²/(2ε₀),

s₀ = √(2ε₀V₀/(e n)).

The ion charge density is

e n = (1.6022 × 10⁻¹⁹ C)(1.0 × 10¹⁶ m⁻³) = 1.6022 × 10⁻³ C/m³.

The square of the thickness is then

s₀² = 2(8.8542 × 10⁻¹² F/m)(1.0 × 10⁴ V)/(1.6022 × 10⁻³ C/m³)
= 1.1053 × 10⁻⁴ m²,

and its square root is

s₀ = 1.05 × 10⁻² m = 10.5 mm.

This is the required result. The ion mass does not appear in it: the mass decides how long the layer lasts, not how thick it is at first.

The same thickness follows without integrating Poisson's equation. Replace the ions by 2000 equally charged plane sheets, put the balancing negative charge on the electrode, and add the potentials of all these planes. The thickness at which the total drop is 10 kV comes out as 10.513 mm, in agreement with the formula.

**(c) Field and scaling**

At the electrode the field has the magnitude

|E(0)| = e n s₀/ε₀ = 2V₀/s₀,

where the second form uses e n/ε₀ = 2V₀/s₀². With the numbers,

|E(0)| = 2(10 kV)/(10.513 mm) = 1.90 kV/mm.

The factor 2 arises because the field falls linearly from this value to zero, so its average over the layer, V₀/s₀, is half its maximum. The potential is correspondingly uneven. Halfway through the layer it is −V₀/4 = −2.5 kV, so three quarters of the voltage drops across the half nearer the electrode.

At fixed density, a layer twice as thick holds twice the charge and has twice the average field over twice the distance. It therefore supports four times the voltage, which is why s₀ grows as √V₀. At fixed voltage, four times the density halves the thickness.

The voltage of the layer also shows how quickly the electrons can leave. Let the plasma fill a gap of width L, much larger than s₀, between the electrode and an opposite flat plate, and apply V₀ across the gap as a sudden step. Cold electrons all feel the same field and shift together by a distance ξ. The uncovered layer supports the voltage e n ξ²/(2ε₀), and the remainder of V₀ drives the electrons through a field equal to that remainder divided by L. Hence

d²ξ/dt² = (e/(mₑL))[V₀ − e n ξ²/(2ε₀)] = ω_pe²(s₀² − ξ²)/(2L).

Starting from rest, ξ first reaches s₀ after about 2.1 √(L/s₀)/ω_pe, which is 1.1 ns for L = 0.1 m. If damping is weak, the electrons then overshoot and oscillate. Those pushed into the opposite plate during the overshoot are lost, so the plasma is left positive relative to that plate, and the layer that remains is thicker than s₀ for the applied step. With the ions still fixed and damping weak, the electrons turn back where s₀²ξ − ξ³/3 = 0, at ξ = √3 s₀. Once they settle, this uncovered width is shared between a layer s₁ at the electrode and a layer s₂ at the plate, with s₁ + s₂ = √3 s₀ and s₁² − s₂² = s₀². Hence s₁ = 2s₀/√3 = 12.1 mm, 15 % more than s₀, and the plasma lies V₀/3 above the plate. The formula of part (b) still holds if V₀ is taken as the drop across the layer itself. A wider plasma responds more slowly, because the same voltage is spread over a greater distance and the field on each electron is weaker.

**(d) Warm electrons**

Electrons with a finite temperature do not stop at a sharp edge. Once they have settled in the potential, their density is n exp(φ/Tₑ), where Tₑ = 3 V is the temperature expressed as a voltage. With the ions still fixed, Poisson's equation becomes

d²φ/dx² = −(e n/ε₀)[1 − exp(φ/Tₑ)].

Multiply both sides by dφ/dx. Each side is then a derivative:

d/dx [½(dφ/dx)²] = −(e n/ε₀) d/dx [φ − Tₑ exp(φ/Tₑ)].

Integrate from the electrode, where φ = −V₀, to the bulk plasma, where φ and dφ/dx vanish:

−½(dφ/dx)₀² = −(e n/ε₀)[−Tₑ + V₀ + Tₑ exp(−V₀/Tₑ)].

The subscript 0 means the value at x = 0. Since V₀/Tₑ is about 3300, the exponential can be dropped, which leaves

(dφ/dx)₀² = (2e n/ε₀)(V₀ − Tₑ).

A smooth edge needs a definition of thickness. Let s_q be the thickness of a layer of bare ions that holds the same net charge. Gauss's law gives e n s_q = ε₀(dφ/dx)₀, so

s_q² = (2ε₀/(e n))(V₀ − Tₑ) = s₀²(1 − Tₑ/V₀).

For small Tₑ/V₀ the relative change in thickness is −Tₑ/(2V₀) = −1.5 × 10⁻⁴. A numerical solution of the full equation gives the same change, and s_q = 10.512 mm.

The position of the edge is less well defined than this suggests. In the numerical solution the electron density rises from 10 % to 90 % of n over 0.44 mm. That is 3.4 Debye lengths, with

λ_D = √(ε₀Tₑ/(e n)) = 0.129 mm,

and about 4 % of s₀. The figure of 10.5 mm thus describes the charge in the layer, not a surface that could be located to a tenth of a millimetre. The sharp-edge picture fails when V₀ is only a few times Tₑ, because s₀ is then only a few Debye lengths, no more than the width of the blurred edge.

**(e) Moving ions**

Label each ion by its starting position x₀, and let s(t) be the moving edge. As long as ions do not overtake one another, the charge per area between an ion and the edge remains e n(s − x₀). The field at the ion is −e n(s − x₀)/ε₀, and its equation of motion is

d²x/dt² = −ω_pi²(s − x₀).

The voltage also follows from the ion positions. A thin group of ions with charge e n dx₀ per area, at distance x from the electrode, adds a field e n dx₀/ε₀ over that distance. It therefore contributes e n x dx₀/ε₀ to the drop. In total,

V = (e n/ε₀) ∫ x dx₀,

where the integral covers the ions in the layer that have not yet struck the electrode. For unmoved ions it equals s₀²/2 and returns the result of part (b).

Now hold V at V₀ after an ideal step. At early times s may be replaced by s₀ in the equation of motion, which gives

x = x₀ − ½ω_pi²t²(s₀ − x₀).

Insert this in the integral. The displacement term contributes

−½ω_pi²t² ∫₀^s₀ (s₀ − x₀) dx₀ = −¼ω_pi²t²s₀².

Ions already lost to the electrode started within about ½ω_pi²t²s₀ of it, and their x is equally small, so they affect the integral only at order t⁴. Constant voltage then requires

½s² − ¼ω_pi²t²s₀² = ½s₀²,

s² = s₀²(1 + ½ω_pi²t²),

s ≈ s₀(1 + ¼ω_pi²t²).

The layer grows because an ion closer to the electrode supports less voltage, so more ions must be uncovered to make up the loss. At ω_pi t = 0.10 the formula gives s/s₀ = 1.00250, and a numerical solution for the moving ions gives 1.00249. The edge has advanced by 1 % when ω_pi t = 0.2, which for H⁺ is after 1.5 ns.

For a finite rise time, let the voltage grow linearly from zero to 10 kV and let the electrons follow without delay. The numerical solution gives these edge positions at the end of the rise:

1 ns: 10.5 mm, or 1.001 s₀
10 ns: 11.5 mm, or 1.089 s₀
100 ns: 17.9 mm, or 1.705 s₀

In this model the 1 ns rise gives almost the ideal matrix sheath, although in a plasma 0.1 m wide the electrons could not follow so fast a rise. With the 100 ns rise the ions have moved throughout the rise, and when the full voltage is reached the layer is already 70 % thicker than s₀.

**(f) Lower density near the electrode**

If the plasma was already flowing to the electrode before the pulse, it is thinner there. In the usual collisionless picture, ions enter the sheath with the Bohm speed √(eTₑ/M), where M is the ion mass. Starting from rest, they gain the energy ½eTₑ by falling through a potential Tₑ/2. At that potential the density is

n exp(−½) = 0.607 n.

If the whole layer had this density, the scaling s ∝ 1/√n would give

s = 10.513 mm/√0.607 = 13.5 mm.

In this simple picture the density in the presheath lies between 0.607 n and n. For unmoved ions the voltage is (e/ε₀) times the integral of x n(x) over the layer. A density between the two limits therefore gives a thickness between 10.5 mm and 13.5 mm.

The factor 0.607 is not a lower bound, because it assumes that all ions fall through the same drop. In a planar plasma ions are created at rest all along the presheath. For a cold ion fluid of local density n′ and speed u, with Boltzmann electrons, momentum balance keeps n′(u² + eTₑ/M) constant, so n′ = n/2 at the Bohm speed, and a layer at that density is 14.9 mm thick. The kinetic treatment of the same collisionless plasma gives 0.43 n at the sheath edge and 16.1 mm. Ion collisions can lower the edge density further.

Right at the electrode, the thin sheath that existed before the pulse has still fewer ions. Their weight x in the integral is small, however. Removing all ions from the first 1 mm would lower the integral by a fraction (1/10.5)², or about 0.9 %, and so raise the thickness by about half that.

**The real process**

Plasma immersion implantation of hydrogen uses pulses of this kind. If the voltage takes 100 ns to rise, much longer than the ion response time of 7.6 ns, the assumption of a sudden rise is badly broken: the model with moving H⁺ ions gives about 18 mm at full voltage instead of 10.5 mm. The ideal matrix sheath is then a reference length, not a state through which the plasma passes at 10 kV.

The 18 mm is itself approximate, since the calculation starts the ions at rest. The Bohm speed equals λ_D ω_pi, or 0.129 mm per 7.60 ns, so ions already drifting at that speed would cover 1.7 mm in 100 ns, about a tenth of the layer. This is the size of the neglected drift, not of the error in the edge position.

Real hydrogen discharges also contain H₂⁺ and H₃⁺, which respond more slowly than H⁺. In this model s/s₀ at the end of the rise depends on ω_pi times the rise time alone, and at fixed density ω_pi varies as 1/√M. A singly charged ion 100 times heavier than H⁺ would thus have s/s₀ = 1.089 after a 100 ns rise, so the matrix formula serves heavy ions much better than hydrogen.

Two further conditions concern the geometry and the voltage. The electrode must be flat over distances much larger than s₀, or the field lines spread and the planar formula loses accuracy. And V₀ is the drop from the plasma, not from the grounded chamber: if the plasma lies 10 V above ground, a bias of 10 kV relative to ground gives a layer 0.05 % thicker.

The numerical check computes and prints the main values quoted here.

Calculated quantities

```
ion density: 1.0e+16 m^-3
bias: 10.0 kV
electron temperature (rough): 3.0 eV
vacuum permittivity: 8.8542e-12 F/m
elementary charge: 1.6022e-19 C
ion charge density e n: 1.6022e-03 C/m^3
thickness squared: 1.1053e-04 m^2
matrix sheath thickness, formula: 10.513 mm
matrix sheath thickness, sheet sum: 10.513 mm
thickness ratio for 4 x bias: 2.0000
thickness ratio for 4 x density: 0.5000
field magnitude at electrode: 1.902 kV/mm
potential halfway through layer: -2.500 kV
electron response time 1/omega_pe: 0.177 ns
H+ response time 1/omega_pi: 7.60 ns
Debye length: 0.129 mm
charge thickness, warm electrons: 10.512 mm
relative change, warm electrons: -1.50e-04
10-90 % electron edge width: 0.444 mm
early time tested, omega_pi t: 0.10
early edge / s0, moving ions: 1.00249
early edge / s0, formula: 1.00250
edge after 1 ns rise: 10.53 mm, ratio to s0 1.001
edge after 10 ns rise: 11.45 mm, ratio to s0 1.089
edge after 100 ns rise: 17.93 mm, ratio to s0 1.705
Bohm-edge density factor: 0.607
thickness at that density: 13.50 mm
```
